# Fermi-level shift of weakly bound graphene on a metal

## Result

Let $x=E_D-E_F$ be the energy of graphene's Dirac point measured from the Fermi level that it shares with the metal. Positive $x$ means holes in graphene (p doping), negative $x$ means electrons (n doping). The shift is

$$x=\operatorname{sgn}(\Phi)\,\frac{\sqrt{1+4\beta|\Phi|}-1}{2\beta},\qquad \Phi=W_M-W_G-\Delta_c,\qquad \beta=\frac{e^2d}{\pi\varepsilon_0\hbar^2v^2}. \tag{1}$$

The inputs are:

- $W_M$ and $W_G$, the work functions of the clean metal and of neutral, free graphene;
- $\Delta_c$, the amount by which the short-range interaction with graphene lowers the metal's work function when no net charge is transferred;
- $d$, the effective electrostatic separation of the transferred charges;
- $v$, graphene's Fermi velocity, with $e>0$ the elementary charge.

In SI units $\Phi$ and $x$ are in joules and $\beta$ is in inverse joules. The product $\beta|\Phi|$ has no unit and decides which regime applies.

The model assumes binding weak enough to leave the Dirac cone intact and to shift it rigidly. It takes zero temperature, a laterally uniform interface in equilibrium, a thin graphene sheet, and no gate field or other charge. It does not predict $\Delta_c$ or $d$. Setting $\Delta_c=0$ gives the version with charge transfer alone.

## Charge stored in graphene

Near each Dirac point the bands are $E=E_D\pm\hbar vk$, where $k$ is measured from that point. There are two spins and two valleys, and each of these four sets has $1/(2\pi)^2$ states per unit area of sample and of $k$ space. Suppose that $E_F$ lies below $E_D$ by $x>0$. The states with $\hbar vk<x$ in the lower cone are then empty. They fill a disc of radius $k_F=x/(\hbar v)$, so the hole density is

$$n=4\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{\pi}=\frac{x^2}{\pi\hbar^2v^2}.$$

For $x<0$ the same disc in the upper cone is filled with electrons. With $n$ as the signed hole density, both cases read

$$n(x)=\frac{x|x|}{\pi\hbar^2v^2},\qquad D(x)=\frac{dn}{dx}=\frac{2|x|}{\pi\hbar^2v^2}. \tag{2}$$

The derivative $D$ is the linear density of states. A count of states over the whole Brillouin zone of a nearest-neighbour honeycomb lattice with the same $v$ agrees with (2) within 1% at $x=0.2$ eV and at $x=-0.3$ eV.

## Potential step of the transferred charge

Let $z$ point from the metal to the vacuum, and let $\rho(z)$ be the transferred charge per volume. The dipoles of the separate surfaces are already contained in $W_M$ and $W_G$, and that of the short-range interaction in $\Delta_c$. An electron in the potential $\phi$ has energy $U=-e\phi$. Poisson's equation $\phi''=-\rho/\varepsilon_0$ therefore becomes

$$U''=\frac{e\rho}{\varepsilon_0}.$$

Choose $a$ deep in the metal and $b$ outside graphene. The field vanishes at $a$ because the metal screens it, and at $b$ because the total transferred charge is zero. Integration by parts gives

$$U(b)-U(a)=\int_a^bU'\,dz=\big[zU'\big]_a^b-\int_a^bzU''\,dz=-\frac{e}{\varepsilon_0}\int_a^bz\rho\,dz.$$

Graphene carries $+en$ per area with its centroid at $z_G$, and the metal carries $-en$ with its centroid at $z_M$. The last integral is thus $en(z_G-z_M)$, and

$$U(b)-U(a)=-\frac{e^2nd}{\varepsilon_0},\qquad d=z_G-z_M. \tag{3}$$

For holes in graphene the electron energy falls on the way out, which lowers the work function. For electrons in graphene it rises.

Equation (3) shows that the shape of the layers does not matter for the step, only the distance between their centroids. This distance is shorter than that between the nuclear planes if the displaced charges lie inside the gap. If the gap region polarizes in proportion to the field, the reduced step is described by a smaller $d$, with $\varepsilon_0$ kept in the formula. A screening length of the metal must not be added to a $d$ that already refers to the centroid of the metal's charge.

## Balance and its solution

The work function $W$ of the covered surface can be written in two ways. Seen from graphene, the outer vacuum level lies $W_G$ above the Dirac point, because the sheet is thin and its bands move rigidly. The Dirac point lies $x$ above $E_F$, so $W=W_G+x$. Seen from the metal, the clean value is lowered by $\Delta_c$ and changed by the step (3). Hence

$$W_G+x=W_M-\Delta_c-\frac{e^2d}{\varepsilon_0}\,n(x).$$

Move the constants to one side and insert (2):

$$x+\beta x|x|=\Phi. \tag{4}$$

The left side has the derivative $1+2\beta|x|>0$ and runs from $-\infty$ to $+\infty$. There is therefore one real solution for each $\Phi$. Both terms on the left have the sign of $x$, so $x$ has the sign of $\Phi$. Taking magnitudes leaves an ordinary quadratic equation,

$$\beta|x|^2+|x|-|\Phi|=0,\qquad |x|=\frac{-1\pm\sqrt{1+4\beta|\Phi|}}{2\beta}.$$

The lower sign would make $|x|$ negative and is rejected. Restoring the sign gives (1).

For numerical work, multiply numerator and denominator by $\sqrt{1+4\beta|\Phi|}+1$. The numerator becomes $4\beta|\Phi|$, and

$$x=\frac{2\Phi}{1+\sqrt{1+4\beta|\Phi|}}. \tag{5}$$

This form avoids subtracting two nearly equal numbers when $\beta|\Phi|$ is small, and it needs no special treatment at $\Phi=0$ or $d=0$. If $n(x)$ is replaced by another increasing function with $n(0)=0$, the balance $x+e^2d\,n(x)/\varepsilon_0=\Phi$ must be solved numerically. Its root lies between $0$ and $\Phi$, which supplies a bracket.

## The same result from the energy

Move $n$ electrons per area from graphene to the metal. At fixed bands and without the transfer field, taking them from the Dirac point costs $W_Gn$, and placing them in the metal returns $(W_M-\Delta_c)n$. The sum is $-\Phi n$. The electrons in fact come from below the Dirac point, which costs the additional energy

$$\int_0^{k_F}\frac{4k\,dk}{2\pi}\,\hbar vk=\frac{2\hbar v}{3\pi}k_F^3=\frac23\sqrt{\pi}\,\hbar v\,n^{3/2},$$

where $k_F=\sqrt{\pi n}$ was used. The field between flat plates is $en/\varepsilon_0$ and stores $\tfrac12\varepsilon_0(en/\varepsilon_0)^2d$ per area. For either sign of $n$ the total is

$$\mathcal E(n)=-\Phi n+\frac23\sqrt{\pi}\,\hbar v\,|n|^{3/2}+\frac{e^2d\,n^2}{2\varepsilon_0}.$$

The derivative of the middle term is $\operatorname{sgn}(n)\hbar v\sqrt{\pi|n|}=x$. Setting $\mathcal E'(n)=0$ therefore gives $-\Phi+x+e^2dn/\varepsilon_0=0$, which is (4). The last two terms of $\mathcal E$ are strictly convex, so this point is the minimum. The two terms that oppose transfer are the filling of the cone and the charging of the gap. Direct numerical minimization at $d=0.09$ nm and $v=10^6$ m/s, for $\Phi=-1.2$, $-0.1$, $0.1$ and $1.5$ eV, reproduces the density from (1) within $10^{-6}$ nm$^{-2}$.

## Limits and crossover

Write $p=\beta|\Phi|$ and $u=\beta|x|$, so that $u=(\sqrt{1+4p}-1)/2$.

For $p\ll1$ the root expands as $\sqrt{1+4p}=1+2p-2p^2+\dots$, hence $u\approx p-p^2$ and

$$x\approx\Phi-\beta\Phi|\Phi|.$$

Little charge is stored near the Dirac point, so the dipole is small and the Dirac point takes up nearly the whole driving energy.

For $p\gg1$, $\sqrt{1+4p}=2\sqrt p\,[1+1/(8p)+\dots]$, hence $u\approx\sqrt p-\tfrac12$ and

$$|x|\approx\sqrt{\frac{|\Phi|}{\beta}}-\frac{1}{2\beta}.$$

Most of the driving energy now drops across the gap. This is a limit of equation (4). Whether the linear bands still hold at the resulting $|x|$ must be checked separately.

The doping changes sign at $\Phi=0$, that is, at $W_M=W_G+\Delta_c$. For $\Delta_c>0$, a metal with $W_G<W_M<W_G+\Delta_c$ dopes graphene with electrons although its clean work function is the larger one. Leaving out $\Delta_c$ gives the wrong sign in that range.

## Propagation of input errors

Differentiate (4) with respect to $\Phi$ at fixed $d$ and $v$:

$$\frac{dx}{d\Phi}=\frac{1}{1+2\beta|x|}=\frac{1}{\sqrt{1+4\beta|\Phi|}}. \tag{6}$$

The second form follows from (1). With the gap capacitance $C_g=\varepsilon_0/d$ and the quantum capacitance $C_q=e^2D(x)$, both per area, (2) gives $C_q/C_g=2\beta|x|$. Therefore

$$\frac{dx}{d\Phi}=\frac{C_g}{C_g+C_q}.$$

A small change of the driving energy is divided as between two capacitors in series, and $x$ is the share that falls on the quantum capacitance.

For an error in $d$ at fixed $\Phi$, use $\partial\beta/\partial d=\beta/d$ in (4). This gives $(1+2\beta|x|)\,\partial x/\partial d=-\beta x|x|/d$, or

$$\frac{\partial\ln|x|}{\partial\ln d}=-\frac{\beta|x|}{1+2\beta|x|}. \tag{7}$$

The magnitude of (7) stays below one half. In reality $\Delta_c$ also depends on the spacing, so (7) is not the response to pulling the sheet away from the metal. For that, $\Delta_c$ must be updated together with $d$.

Conversely, if $x$ has been measured, (4) returns $\Phi=x+\beta x|x|$ without solving anything. An error $\delta x$ is then multiplied by $1+2\beta|x|$.

## Worked example: graphene on fcc lead

Take $W_M=4.2$ eV and $W_G=4.5$ eV, both rough typical values. Take $\Delta_c=0.9$ eV and $d=0.09$ nm as assumed values for weakly bound graphene; they have not been computed for lead. With $v=10^6$ m/s, $e^2/\varepsilon_0=18.095$ eV nm and $\hbar v=0.6582$ eV nm:

$$\Phi=4.2-4.5-0.9=-1.20\ \text{eV},$$

$$\beta=\frac{18.095\times0.09}{\pi\,(0.6582)^2}\ \text{eV}^{-1}=1.197\ \text{eV}^{-1},\qquad \beta|\Phi|=1.436,$$

$$x=-\frac{\sqrt{1+4\times1.436}-1}{2\times1.197}\ \text{eV}=-\frac{2.597-1}{2.394}\ \text{eV}=-0.667\ \text{eV}.$$

In SI units this is $-1.069\times10^{-19}$ J. Third digits are kept to let the arithmetic be followed; the inputs justify about $-0.7$ eV.

The Dirac point lies below the Fermi level, so graphene holds electrons. Their density is $(0.667)^2/[\pi(0.6582)^2]=0.327$ nm$^{-2}$, or $3.27\times10^{13}$ cm$^{-2}$. The transfer dipole raises the electron energy on the way out by $|\Phi|-|x|=0.533$ eV. Both expressions for the covered work function then agree: $4.5-0.667=3.833$ eV and $4.2-0.9+0.533=3.833$ eV.

Neither limit describes this case well. With $p=1.436$ the weak-driving form gives $u\approx p-p^2<0$, which is useless. The strong-driving form gives $u\approx0.70$ against the full value $0.80$.

The sensitivity (6) is $1/2.597=0.385$. An error of 0.1 eV in $W_M$ thus moves $x$ by about 0.04 eV. The capacitances are $C_g=9.8$ and $C_q=15.7$ µF/cm$^2$, so neither may be dropped.

With $\Delta_c$ left out, $\Phi=-0.3$ eV and $x=-0.234$ eV, about a third of the shift. The sign survives here because lead's work function is below that of graphene. With $\Delta_c=0.9$ eV the crossover lies at $W_M=5.4$ eV instead of 4.5 eV.

## Size of the neglected effects

Several corrections replace $x^2$ in the stored charge by $x^2+\delta$, with $\delta$ small. The balance for magnitudes becomes $|x|+\beta(x^2+\delta)=|\Phi|$. To first order in $\delta$, at fixed $\Phi$,

$$|x|-|x|_{\delta=0}=-\frac{\beta\,\delta}{1+2\beta|x|}. \tag{8}$$

More charge at a given energy means a smaller shift. Three cases follow.

**Temperature.** For $|x|\gg k_BT$ the Sommerfeld expansion of $\int_0^\infty E f(E)\,dE$, with $f$ the Fermi function centred at $|x|$, is $x^2/2+\pi^2(k_BT)^2/6$. The opposite carriers are exponentially few. Twice this integral replaces $x^2$, so $\delta=\pi^2(k_BT)^2/3$. At 300 K, $x$ moves by $+1.0$ meV.

**Broadening.** If the Dirac energy has a Gaussian spread of standard deviation $\sigma\ll|x|$, the mean of the square is $x^2+\sigma^2$, so $\delta=\sigma^2$. An assumed $\sigma=100$ meV, standing for lateral inhomogeneity, moves $x$ by $+4.6$ meV. The estimate does not cover tunnel coupling to the metal. That coupling gives the levels a finite lifetime and a nearly Lorentzian spread, whose variance is infinite if the tails are not cut off. Its effect depends on the whole band. On the nearest-neighbour lattice with the inputs of the example, it moves $x$ up by about the half-width of the Lorentzian: $+10$ meV for a half-width of 10 meV and $+49$ meV for 50 meV. The width itself needs a separate calculation.

**Gap.** If the metal opens a gap $2m$, the bands obey $(E-E_D)^2=\hbar^2v^2k^2+m^2$. Then $\hbar^2v^2k_F^2=x^2-m^2$ and $\delta=-m^2$. An assumed $m=50$ meV, which a heavy metal such as lead might induce, moves $x$ by $-1.2$ meV.

The shape of the real bands also matters. The nearest-neighbour lattice with hopping $t=3.090$ eV, matched to $v$, moves $x$ by $+1.6$ meV. The state count on a finite $k$ mesh in the numerical output gives $+1.5$ meV; such counts scatter by about 0.1 meV from mesh to mesh. An overlap $s$ between neighbouring orbitals makes the two bands unequal. With $f(\mathbf k)$ the sum of the three neighbour phase factors and $E$ measured from $E_D$, the secular equation is $E^2=(t+sE)^2|f|^2$. Its upper solution is $E=t|f|/(1-s|f|)$. This band is steeper than for $s=0$ and holds fewer electrons up to a given energy, so $|x|$ grows. For an assumed $s=0.13$, curvature and overlap together move $x$ by $-10.0$ meV.

A Fermi velocity of $1.1\times10^6$ m/s instead of $10^6$ m/s has a larger effect, $-39.2$ meV: by (2) it divides the charge stored at a given shift by $1.1^2=1.21$.

## Reading the numbers for a real contact

The uncertainty of $d$ and $\Delta_c$ outweighs the corrections evaluated above, which do not include tunnel coupling. With the other inputs held fixed, $d=0.06$ nm gives $x=-0.751$ eV and $d=0.12$ nm gives $-0.609$ eV. Likewise $\Delta_c=0.7$ eV gives $-0.587$ eV and $\Delta_c=1.1$ eV gives $-0.742$ eV. If both inputs vary together, the extremes follow from (1): $d=0.06$ nm with $\Delta_c=1.1$ eV gives $-0.84$ eV, and $d=0.12$ nm with $\Delta_c=0.7$ eV gives $-0.54$ eV. For the example the model therefore supports n doping with a shift of magnitude roughly 0.5 to 0.85 eV, provided that $\Delta_c$ and $d$ for lead lie in these ranges and the other inputs hold. This is a model estimate and not a measured value. The two ranges are assumed, and they are not independent: $\Delta_c$ falls steeply as the sheet sits further from the metal, while $d$ grows. A larger spacing on lead would put the shift outside the range; for instance, $d=0.16$ nm with $\Delta_c=0.16$ eV gives $-0.29$ eV by (1).

The carrier density, above $10^{13}$ cm$^{-2}$, is high for graphene. The field between the plates, $0.533$ V over $0.09$ nm or 59 MV/cm, is far above what insulating films withstand. It is not a breakdown condition here: the effective separation $d$ is smaller than an atom, the Fermi level is common to both sides, and no net current flows. It does warn that a continuum field is a coarse description at this scale, and that $d$ is best regarded as a fitted or separately computed length.

Real contacts can break the assumption of a clean, uniform interface, since lead oxidizes in air and transferred graphene can trap residues. By the broadening estimate above, a modest lateral spread changes the mean shift little, although the local shift still varies from place to place. An interlayer is more serious, because it changes $d$, $\Delta_c$ and possibly the fixed charge together. Removing $\Delta_c$ alone, at unchanged $d$, already moves the result from $-0.667$ to $-0.234$ eV. If the metal binds graphene strongly enough to destroy the cone, (2) fails, and (1) should not be used with adjusted parameters.

The numerical output below lists the inputs and the main results. The two combined extremes are not in it and follow from (1).

## Numbers as computed

```
Graphene on fcc Pb, rough or assumed inputs
metal work function: 4.2 eV
graphene work function: 4.5 eV
short-range lowering Delta_c: 0.9 eV
effective plate separation d: 0.09 nm
Fermi velocity: 1.0e+06 m/s
e^2/eps0: 18.095 eV nm
hbar v: 0.6582 eV nm
Results of the closed formula
driving energy Phi: -1.20 eV
beta: 1.197 1/eV
beta |Phi|: 1.436
square root in the formula: 2.597
shift x = E_D - E_F: -0.667 eV
shift x in joule: -1.069e-19 J
electron density in graphene: 3.271e+13 cm^-2
electron-energy step of transfer dipole: 0.533 eV
field between the plates: 59.2 MV/cm
work function of covered metal: 3.833 eV
metal work function at n/p crossover: 5.4 eV
sensitivity dx/dPhi: 0.385
gap capacitance: 9.8 uF/cm^2
quantum capacitance: 15.7 uF/cm^2
shift if Delta_c is left out: -0.234 eV
Neglected effects: change of x
lattice constant: 0.246 nm
hopping matched to v: 3.090 eV
band curvature: 1.5 meV
assumed orbital overlap: 0.13
curvature and overlap together: -10.0 meV
temperature: 300 K
thermal occupation: 1.0 meV
assumed Gaussian broadening, std. dev.: 100 meV
effect of broadening: 4.6 meV
assumed half gap: 50 meV
effect of gap: -1.2 meV
alternative Fermi velocity: 1.1e+06 m/s
effect of that velocity: -39.2 meV
Input uncertainty: shift x
with d = 0.06 nm: -0.751 eV
with d = 0.12 nm: -0.609 eV
with Delta_c = 0.7 eV: -0.587 eV
with Delta_c = 1.1 eV: -0.742 eV
```
